# First half: the energy, its stationarity and the overlap term

## 1. A force from a normalization condition

Two model atoms, A and B, sit 1.77 Å apart in a periodic cubic cell of edge 4 Å. Their electrons are described with ultrasoft pseudopotentials. The force on A has the Cartesian components

F_A = (−3.578, −2.952, −2.103) eV/Å,

and its length is 5.09 eV/Å. One contribution to it comes from the condition that the orbitals stay normalized. If that contribution is left out, the result is wrong by a vector of length 0.609 eV/Å, which is 12% of the length of the force. The size of this error depends on the chosen zero of potential, as section 14 shows; the complete force does not.

This asks for an explanation. With a norm-conserving pseudopotential and plane waves, the normalization condition contributes nothing to the force. In the ultrasoft scheme it does, although the numbers q_ij that enter the condition are constants of the atom and do not change when the atom moves. The answer lies in the projectors: they move with the atom, and the norm of an orbital depends on where they are.

## 2. The model behind the numbers

The algebra uses atomic units, in which the electron mass, the elementary charge and ħ are one. Numbers are given in eV and Å. A potential here means the potential energy of an electron, so that an ion attracts electrons through a negative potential.

Each atom has ionic charge Z = 2. Its local potential is that of a Gaussian charge of width σ,

V_loc^I(r) = −Z_I erf(r/(√2 σ_I))/r,

with σ = 0.25 Å on A and 0.30 Å on B. Each atom has five normalized projectors: two of s type, called s1 and s2, proportional to exp(−r²/2b²) with b = 0.40 Å and 0.55 Å, and three of p type, proportional to x, y or z times the first of these Gaussians.

The augmentation functions are built from a normalized Gaussian g(r) of width 0.30 Å. For most pairs Q_ij = q_ij g, with

q_s1s1 = 0.30, q_s2s2 = 0.20, q_s1s2 = 0.10, q_pp = 0.20.

The pair of s1 with a p projector along direction a has instead Q = 0.10 (x_a/0.30 Å) g, a dipole without net charge. The remaining pairs have no augmentation. The bare coefficients D⁰ are 10 eV for s1s1, 8 eV for s2s2, 2 eV for s1s2 and 12 eV for each p projector with itself. On B, all Q_ij and D⁰_ij are multiplied by one half.

Atom A is at (0.3, 0.5, 0.4) Å and B at (1.7, 1.4, 1.0) Å. Four electrons fill two bands at the Γ point, two electrons in each. Exchange is treated in the local density approximation and correlation is left out. The orbitals are expanded in the 251 plane waves with kinetic energy up to 150 eV, and the density is held on a grid of 25 points along each edge. The equations are solved by iterating the density to self-consistency. All numbers below belong to this cutoff, which is not converged to the digits shown. At 300 eV, and likewise at 700 eV, the force on A is (−3.550, −2.920, −2.081) eV/Å, a shift of up to 0.03 eV/Å per component. The overlap contribution is then 0.603 eV/Å instead of 0.609 eV/Å, and the augmentation charge is 0.987 instead of 0.985 electrons.

These are round parameters and describe no particular element. Their purpose is to make each term of the force visible.

## 3. The augmented density

Let φ_n be the smooth orbitals, f_n their occupations and β_i^I the projectors of atom I at position R_I. Define the projections

p_in^I = ⟨β_i^I|φ_n⟩

and the atomic occupation matrix

ρ_ij^I = Σ_n f_n (p_in^I)* p_jn^I.

The electron density has a smooth part and an augmentation part:

n(r) = Σ_n f_n |φ_n(r)|² + Σ_I Σ_ij ρ_ij^I Q_ij^I(r−R_I).   (1)

The functions Q_ij are real and symmetric in i and j. The second term restores the charge that was given up near the nucleus to make the orbitals smooth.

Integrate (1) over the cell, with q_ij = ∫Q_ij d³r:

∫n d³r = Σ_n f_n [⟨φ_n|φ_n⟩ + Σ_I Σ_ij q_ij^I (p_in^I)* p_jn^I].

The bracket is an expectation value ⟨φ_n|S|φ_n⟩ of the overlap operator

S = 1 + Σ_I Σ_ij |β_i^I⟩ q_ij^I ⟨β_j^I|.   (2)

For each orbital to carry one unit of charge, the condition must therefore be

⟨φ_m|S|φ_n⟩ = δ_mn.   (3)

The integral of the density is then Σ_n f_n, as it should be. In the example the smooth part holds 3.015 electrons and the full density holds 4.000, so 0.985 electrons reside in the augmentation charge. That share depends on the projections, and hence on the positions of the projectors.

## 4. The total energy

The energy per cell is

E = Σ_n f_n ⟨φ_n|T|φ_n⟩ + Σ_I Σ_ij D⁰_ij^I ρ_ij^I + ∫V_loc n d³r + E_H[n] + E_xc[n] + E_Ew.   (4)

Here T = −½∇², V_loc is the sum of the local potentials of all atoms and their periodic images, E_H is the Hartree energy, E_xc the exchange-correlation energy, and E_Ew the mutual energy of the ions. Two conventions in (4) matter later. The local potential acts on the full density n, augmentation included. The exchange-correlation energy is a functional of the valence density n alone, without a partial core density.

The quantities D⁰_ij, q_ij and the shapes of V_loc^I, β_i^I and Q_ij^I belong to the atom and are fixed. When the atom moves, the shapes are carried along rigidly.

## 5. The variation with respect to an orbital

Change φ_n* by δφ_n*, with φ_n and all positions held fixed. This is the usual device of treating an orbital and its complex conjugate as independent. The change of the density follows from (1):

δn(r) = f_n [δφ_n*(r) φ_n(r) + Σ_I Σ_ij Q_ij^I(r−R_I) ⟨δφ_n|β_i^I⟩ p_jn^I].   (5)

The three terms of (4) that contain n change by

∫V_loc δn + ∫V_H δn + ∫V_xc δn = ∫V_eff δn,

with V_eff = V_loc + V_H + V_xc. In the Hartree term the factor ½ of

E_H = ½∫∫ n(r)n(r')/|r−r'| d³r d³r'

has disappeared, because the kernel is symmetric and the two factors n contribute equally. The exchange-correlation potential is defined as V_xc = δE_xc/δn.

Insert (5) and add the kinetic and D⁰ terms:

δE = f_n {⟨δφ_n|T + V_eff|φ_n⟩ + Σ_I Σ_ij [D⁰_ij^I + ∫V_eff(r) Q_ij^I(r−R_I) d³r] ⟨δφ_n|β_i^I⟩ p_jn^I}.

The square bracket defines the screened coefficient

D_ij^I = D⁰_ij^I + ∫V_eff(r) Q_ij^I(r−R_I) d³r.   (6)

The variation is thus δE = f_n ⟨δφ_n|H|φ_n⟩, with

H = T + V_eff + Σ_I Σ_ij |β_i^I⟩ D_ij^I ⟨β_j^I|.   (7)

The second term of (6) is there because a change of an orbital also changes the augmentation charge, and this charge sits in the potential V_eff. On atom A the screening is strong. The s1s1 coefficient falls from 10 eV to 1.306 eV, so the integral in (6) is

1.306 − 10 = −8.694 eV.

Since Q_s1s1 = 0.30 g, the average of V_eff over the Gaussian g is −8.694/0.30 = −29.0 eV. The s2s2 coefficient, 2.204 eV, gives the same average through (2.204 − 8)/0.20 = −29.0 eV, as it must, because both pairs share the Gaussian g.

## 6. The generalized eigenvalue equation

The minimum of E under (3) is found with Lagrange multipliers Λ_nm. Consider

E − Σ_nm Λ_nm (⟨φ_m|S|φ_n⟩ − δ_mn).

The constraints for (m,n) and (n,m) are complex conjugates of each other, so the sum is real if the matrix Λ is Hermitian. Setting the variation with φ_m* to zero gives

f_m H φ_m = Σ_n Λ_nm S φ_n.   (8)

Take the product with φ_k and use (3):

f_m ⟨φ_k|H|φ_m⟩ = Λ_km.

Because both Λ and H are Hermitian, exchanging k and m and conjugating gives f_k ⟨φ_k|H|φ_m⟩ = Λ_km. The difference of the two relations is

(f_m − f_k) ⟨φ_k|H|φ_m⟩ = 0.

Orbitals with different occupations are therefore not coupled by H. Among orbitals of equal occupation a unitary rotation changes neither the density nor the energy, and it can be chosen to make H diagonal. For occupied orbitals, (8) then becomes

H φ_n = ε_n S φ_n.   (9)

In the example the two occupied bands lie at ε₁ = −5.385 eV and ε₂ = −0.735 eV, and the next band is 3.41 eV above the second. These energies refer to the zero of potential fixed in section 10.

## 7. The total derivative of the energy

Let R stand for one Cartesian component of one R_I. The energy depends on R explicitly, through the shapes attached to the atom, and implicitly, through the self-consistent orbitals. Keep the occupations, the cell and the basis fixed. The chain rule and section 5 give

dE/dR = (∂E/∂R)_φ + Σ_n f_n [⟨dφ_n/dR|H|φ_n⟩ + c.c.],   (10)

where the subscript φ means that the orbital coefficients are held fixed and c.c. is the complex conjugate of the preceding term. By (9),

⟨dφ_n/dR|H|φ_n⟩ = ε_n ⟨dφ_n/dR|S|φ_n⟩.   (11)

With S = 1 the bracket in (10) would now be ε_n times the derivative of ⟨φ_n|φ_n⟩ = 1, which is zero. Here the condition ⟨φ_n|S|φ_n⟩ = 1 has three factors that depend on R. Its derivative is

⟨dφ_n/dR|S|φ_n⟩ + c.c. + ⟨φ_n|∂S/∂R|φ_n⟩ = 0.   (12)

The unknown response of the orbital can thus be replaced by a known quantity:

dE/dR = (∂E/∂R)_φ − Σ_n f_n ε_n ⟨φ_n|∂S/∂R|φ_n⟩.   (13)

This is the central step. No derivative of an orbital has to be computed, yet the orbital response has left a trace.

In (2) the q_ij are constants, so the derivative acts on the projectors:

⟨φ_n|∂S/∂R|φ_n⟩ = Σ_ij q_ij ∂(p_in* p_jn)/∂R.   (14)

From here on, ∂p_in/∂R means ⟨∂β_i/∂R|φ_n⟩, and the index I is left out where one atom is meant.

## 8. What the overlap term means

Displace the atom by δR and freeze the orbitals. The projections change, and the charge carried by orbital n becomes 1 + δs_n, with δs_n = ⟨φ_n|∂S/∂R|φ_n⟩δR. The frozen orbital now holds too much or too little charge. To restore the norm to first order, multiply it by 1 − ½δs_n. According to section 5 this changes the energy by

2f_n (−½δs_n) ⟨φ_n|H|φ_n⟩ = −f_n ε_n δs_n.

This is the term in (13). Each orbital gives back its surplus charge at the price ε_n per electron. Orthogonality between different orbitals must be restored too, but the mixing of φ_m into φ_n changes the energy in proportion to ⟨φ_m|H|φ_n⟩, which vanishes for m ≠ n.

A single electron in a given potential shows the same structure. Its energy is the quotient

ε = ⟨φ|H|φ⟩/⟨φ|S|φ⟩.

The quotient is stationary in φ, so only the operators need to be differentiated. With the denominator equal to one,

dε/dR = ⟨φ|∂H/∂R|φ⟩ − ε⟨φ|∂S/∂R|φ⟩.

The second term comes from the denominator. The self-consistent problem differs in the first term: there the explicit derivative must be taken of the total energy (4), and not of H, because H also contains the response of V_H and V_xc.

# Second half: the terms of the force

## 9. Symbols and results carried over

The projections are p_in = ⟨β_i|φ_n⟩ and the atomic occupation matrix is ρ_ij = Σ_n f_n p_in* p_jn. The density n consists of Σ_n f_n|φ_n|² and the augmentation charge Σ_ij ρ_ij Q_ij(r−R_I) of each atom, and q_ij is the integral of Q_ij. The effective potential is V_eff = V_loc + V_H + V_xc, and the screened coefficients are D_ij = D⁰_ij + ∫V_eff Q_ij. The orbitals obey Hφ_n = ε_n Sφ_n, where S contains the q_ij. With fixed occupations, cell and basis, the first half gave

dE/dR = (∂E/∂R)_φ − Σ_n f_n ε_n Σ_ij q_ij ∂(p_in* p_jn)/∂R.   (15)

What remains is the explicit derivative at frozen orbitals. The position R_I enters the energy in four places: the centre of the local potential, the position of the ion in the Ewald energy, the centre of the augmentation functions, and the centre of the projectors. By the chain rule each can be moved separately and the results added.

## 10. The local part

Move the local potential and nothing else. In the energy, V_loc appears in ∫V_loc n alone, so

F_loc = −∫ n(r) ∂V_loc(r)/∂R_I d³r.   (16)

The density here is the full one, with the augmentation charges of all atoms.

In a cell of volume Ω, write n(r) = Σ_G n_G exp(iG·r), and let v_I(G) be the Fourier integral of V_loc^I for an atom at the origin. Shifting the atom to R_I multiplies v_I(G) by exp(−iG·R_I). The interaction energy of this atom with the electrons is

Σ_G n_G* v_I(G) exp(−iG·R_I).

The derivative brings down −iG, and the minus sign of the force turns this into

F_loc = i Σ_G G v_I(G) n_G* exp(−iG·R_I).   (17)

The terms G and −G are complex conjugates of each other, so the sum is real.

For the model atom, v_I(G) = −4πZ_I exp(−G²σ_I²/2)/G². At small G this is −4πZ_I/G² + 2πZ_Iσ_I². The divergent part belongs together with the G = 0 parts of the Hartree and ionic energies. In a neutral cell the mean electron density equals the mean ionic charge density z̄ = ΣZ_I/Ω, and the three divergent parts are proportional to

½n̄² − n̄z̄ + ½z̄² = ½(n̄ − z̄)² = 0.

They are dropped together, which also assumes that no macroscopic electric field is present. The finite constant 2πZ_Iσ_I² is kept. This choice, together with setting the average of V_H to zero, fixes the zero of V_eff and hence of ε_n. The factor G in (17) removes the constant from the force.

## 11. The Ewald part

The ions are point charges in a uniform background that neutralizes them. Without the background, the sum of 1/r over all periodic images diverges. To obtain the finite result that includes the background, 1/r is split with a parameter κ:

1/r = erfc(κr)/r + erf(κr)/r.

The second part is the potential of a normalized Gaussian charge, whose Fourier integral is 4π exp(−G²/4κ²)/G². It is summed over G ≠ 0. That sum includes the interaction of each ion with its own Gaussian, whose potential at the centre is 2κ/√π; half of this times Z_I² must be subtracted.

The first part is summed in real space. The background requires the potential to have zero average, so the average of erfc(κr)/r must be removed. Integration by parts gives its integral:

4π∫₀^∞ r erfc(κr) dr = π/κ².

Let ℓ denote a lattice vector, d = R_I − R_J − ℓ, d = |d| inside scalar functions, and Z(G) = Σ_J Z_J exp(−iG·R_J). Then

E_Ew = ½ Σ_IJ Σ'_ℓ Z_I Z_J erfc(κd)/d
 + (2π/Ω) Σ_G≠0 exp(−G²/4κ²)|Z(G)|²/G²
 − (κ/√π) Σ_I Z_I² − π(Σ_I Z_I)²/(2Ωκ²).   (18)

The prime excludes ℓ = 0 when I = J. The last two terms do not depend on positions.

For the real-space force we need

−d/dr [erfc(κr)/r] = erfc(κr)/r² + (2κ/√π) exp(−κ²r²)/r.

Each pair occurs twice in (18), which cancels the factor ½. An ion and its own images move together and give no force. In reciprocal space,

∂|Z(G)|²/∂R_I = 2 Re[−iG Z_I Z(G)* exp(−iG·R_I)] = 2Z_I G Im[Z(G)* exp(−iG·R_I)].

The result is

F_Ew = Z_I Σ_J≠I Σ_ℓ Z_J d [erfc(κd)/d³ + (2κ/√π) exp(−κ²d²)/d²]
 − (4πZ_I/Ω) Σ_G≠0 (G/G²) exp(−G²/4κ²) Im[Z(G)* exp(−iG·R_I)].   (19)

The vector d points from the other ion towards ion I, so the first line is a repulsion.

## 12. The displaced augmentation functions

Now move the centres of the Q_ij and hold the ρ_ij fixed. The density changes by Σ_ij ρ_ij ∂Q_ij(r−R_I)/∂R_I per unit displacement. All three density-dependent energies respond, and their joint response is V_eff, as in section 5. Hence

F_aug = −∫ V_eff(r) Σ_ij ρ_ij ∂Q_ij(r−R_I)/∂R_I d³r.   (20)

No derivative of V_H or V_xc appears. These potentials depend on R_I through n, and the change of n is already counted.

Since ∂Q(r−R_I)/∂R_I = −∇Q(r−R_I), an integration by parts over the periodic cell gives

F_aug = −∫ Σ_ij ρ_ij Q_ij(r−R_I) ∇V_eff(r) d³r.   (21)

This is the force −∇V_eff of the effective potential on the augmentation charge, which is rigidly attached to the atom. The s–p dipole shows why q_ij does not suffice here. Its integral is zero, so it is absent from S, but it feels the gradient of a non-uniform field.

With V_G the Fourier coefficient of V_eff and Q̂_ij(G) the Fourier integral of Q_ij, the plane-wave form is

F_aug = i Σ_G G V_G* exp(−iG·R_I) Σ_ij ρ_ij Q̂_ij(G).   (22)

Part of F_aug is internal to the atom. V_eff contains the atom's own V_loc^I, which acts on the atom's own augmentation charge, and F_loc contains the counterpart. Together they are the derivative of ∫V_loc^I(r−R_I) Σ_ij ρ_ij Q_ij(r−R_I) d³r at fixed ρ_ij. Both factors move together, so this integral does not change and the two internal forces cancel. The separate sizes of F_loc and F_aug therefore depend on how the atom was divided into parts.

## 13. The projector part

Last, move the projectors. The orbitals are frozen, but the projections change, and with them ρ_ij. This has two effects on the energy: the term ΣD⁰_ij ρ_ij changes directly, and the amount of augmentation charge changes in the potential V_eff. Together,

Σ_ij [D⁰_ij + ∫V_eff Q_ij] ∂ρ_ij/∂R_I = Σ_ij D_ij ∂ρ_ij/∂R_I.

The screened coefficient appears, although the energy (4) contains the bare one. Adding the overlap term of (15) and reversing the sign gives

F_proj = −Σ_n f_n Σ_ij (D_ij − ε_n q_ij) ∂(p_in* p_jn)/∂R_I.   (23)

The product rule yields two terms. The weights are real and symmetric, so exchanging i and j shows that the second is the complex conjugate of the first:

F_proj = −2 Re Σ_n f_n Σ_ij (D_ij − ε_n q_ij) (∂p_in/∂R_I)* p_jn.   (24)

In plane waves β_i(G) contains the factor exp(−iG·R_I), and p_in contains its complex conjugate. If c_n(G) are the orbital coefficients,

∂p_in/∂R_I = Σ_G iG β_i(G)* c_n(G).   (25)

The complete force is

F_I = F_loc + F_Ew + F_aug + F_proj.   (26)

If all Q_ij vanish, then q_ij = 0 and D_ij = D⁰_ij. The augmentation and overlap terms disappear, and (26) becomes the force for a norm-conserving separable pseudopotential.

## 14. Why D and εq belong together

Add a constant c to V_eff. By its definition D_ij becomes D_ij + c q_ij. The Hamiltonian becomes H + cS, so ε_n becomes ε_n + c with unchanged orbitals. Then

(D_ij + c q_ij) − (ε_n + c) q_ij = D_ij − ε_n q_ij.

F_aug does not change either, since a constant has no gradient. The force is thus independent of the zero of potential, but its D part alone is not. In the example a shift of 5 eV alters the D part on atom A by a vector of length 0.254 eV/Å, and the overlap part compensates. The error of 0.609 eV/Å quoted at the start accordingly refers to the zero of potential of section 10.

For the s1s1 pair on A the weights in the two bands are

band 1: 1.306 − (−5.385)(0.30) = 2.92 eV,
band 2: 1.306 − (−0.735)(0.30) = 1.53 eV.

The same pair has a different weight in each band. One matrix contracted with ∂ρ_ij/∂R_I is therefore not enough; the derivative of the projections weighted with the band energies, Σ_n f_n ε_n ∂(p_in* p_jn)/∂R_I, is needed as well.

## 15. The numbers for atom A

The terms, in eV/Å, are

F_loc = (5.522, 4.394, 3.074)
F_Ew = (−9.196, −7.547, −5.352)
F_aug = (1.190, 0.985, 0.704)
F_proj = (−1.094, −0.784, −0.530)

The last line is the sum of a D part (−0.650, −0.441, −0.294) and an overlap part (−0.444, −0.342, −0.236). For the x component,

5.522 − 9.196 + 1.190 − 1.094 = −3.578 eV/Å.

In atomic units the total is (−0.0696, −0.0574, −0.0409) hartree/bohr.

The derivative can also be taken without the formula. Atom A was displaced by ±0.0005 Å along each axis, the energy was converged anew at each position, and the difference was divided by the distance of 0.001 Å. The resulting force differs from (26) by at most 3.4×10⁻⁷ eV/Å in any component.

Atom B lies at larger x, y and z than A, so the force pushes A away from B. The ionic repulsion is larger than the attraction in the local part. The augmentation term has length 1.70 eV/Å, a third of the length of the total force.

The force is not parallel to the line AB. The ratios of its components to those of the separation (1.4, 0.9, 0.6) Å are −2.56, −3.28 and −3.51 eV/Å². For an isolated pair of such atoms, rotational symmetry would make the three equal. The fixed cubic lattice of images removes that symmetry.

## 16. The sum of the forces

Displace all atoms by the same vector t and multiply each orbital coefficient by exp(−iG·t). The cutoff admits the same plane waves as before, and the orbitals remain orthonormal, because they move with the projectors. This is an allowed path. Along any such path the first-order energy change is −t·Σ_I F_I, since the derivation of (13) used no property of the orbital change except that it keeps (3) and stays in the basis.

Kinetic, Hartree, local, projector and ionic energies are unchanged by the common translation. The exchange-correlation energy is a sum over fixed grid points and may change slightly. With δn = −t·∇n,

Σ_I F_I = ∫_grid V_xc ∇n d³r.   (27)

For a local functional with energy density e(n), V_xc∇n = ∇e(n), whose true integral over a periodic cell is zero. A net force from (27) is thus an error of the grid. In the example no component of the net force exceeds 5×10⁻⁹ eV/Å. It differs from the right-hand side of (27) by up to 4×10⁻⁹ eV/Å, so a grid effect cannot be resolved at this level. Equation (27) assumes that (9) holds exactly. For a density that is not fully converged, section 17 gives a further term of first order in the residual; its size was not computed here.

## 17. Where the formula needs additions

The orbital response dropped out through Hφ_n = ε_n Sφ_n. If this equation is not satisfied, the derivative of the energy contains the further term

Σ_n f_n [⟨dφ_n/dR|H − ε_n S|φ_n⟩ + c.c.].   (28)

It shows what happens in three situations.

In an incomplete plane-wave basis the residual (H − ε_n S)φ_n is not zero as a function, but it is orthogonal to every basis function. The basis is fixed, so dφ_n/dR lies within it and (28) vanishes. Equation (26) is then the derivative of the energy at that cutoff, even if the cutoff is too low for an accurate energy.

If the basis functions move with the atoms, dφ_n/dR in general has a part outside the space of the basis. The term (28) then need not vanish, and its negative is the Pulay force.

If the iteration stops early, the density that built H differs from the density of the orbitals. The residual is then of first order in this difference, and so in general is the error of the force. The energy (4), evaluated with orthonormal orbitals, has an error of second order because it is stationary. Forces therefore call for tighter convergence than energies.

Two further additions follow from the energy itself. If E_xc is evaluated with n + n_core, where n_core moves with the atom, its explicit derivative adds −∫V_xc ∂n_core/∂R_I d³r to the force. Here and in V_eff, V_xc must then be evaluated at n + n_core. If the occupations change with R, section 5 gives ∂E/∂f_n = ⟨φ_n|H|φ_n⟩ = ε_n, and dE/dR gains Σ_n ε_n df_n/dR. In the example the gap of 3.41 eV separates filled from empty bands, and the occupations stay fixed for small displacements.
